# Why Direct Exchange Between Orthogonal Orbitals Favours Parallel Spins: verification in Python

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for one electron in each of two orthonormal orbitals a, b,
    E(singlet) - E(triplet) = 2 K,
    K = double integral of rho*(r) rho(r') / |r - r'|,   rho = a* b,
      = integral d^3q/(2 pi)^3 (4 pi / q^2) |rho(q)|^2  >= 0.
Example: helium 1s2p with hydrogenic orbitals of charges zs (1s), zp (2p_z):
    K = (7/24) zs^3 zp^5 / kappa^7,   kappa = zs + zp/2.
Limits: the total coupling may still be antiferromagnetic when doubly occupied
configurations mix in, or when the orbitals are not orthogonal (H2 molecule).
Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammainc
from scipy.constants import physical_constants
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


# ---------- hydrogenic orbitals and their overlap charge ----------
def orbital_1s(r, zs):
    return zs**1.5 / np.sqrt(pi) * np.exp(-zs * r)


def orbital_2p(r, zp):
    """Radial factor; the full 2p_z orbital is this times cos(theta)."""
    return zp**2.5 / (4 * np.sqrt(2 * pi)) * r * np.exp(-zp * r / 2)


def overlap_radial(r, zs, zp):
    return orbital_1s(r, zs) * orbital_2p(r, zp)


def amplitude(zs, zp):
    return zs**1.5 * zp**2.5 / (4 * np.sqrt(2) * pi)


def form_factor(q, zs, zp):
    """Closed form of i*rho(q) for q along z."""
    k = zs + zp / 2
    return 32 * pi * k * amplitude(zs, zp) * q / (k**2 + q**2)**3


def exchange_real_space(kernel, zs, zp):
    """Quadrature over r, r' = r t (t < 1, doubled) and distance s."""
    r, wr = gauss(80, 0, 45 / (zs + zp / 2))
    t, wt = gauss(60, 0, 1)
    u, wu = gauss(40, -1, 1)
    R, T, U = r[:, None, None], t[None, :, None], u[None, None, :]
    s = R * (1 + T * U)
    cos_gamma = T * (1 - U**2) / 2 - U
    v1 = np.sum(wu * cos_gamma * kernel(s) * s / R, axis=2)
    r2, t2 = r[:, None], t[None, :]
    f = (r2**2 * overlap_radial(r2, zs, zp) * r2 * (r2 * t2)**2
         * overlap_radial(r2 * t2, zs, zp) * v1)
    return 2 * (8 * pi**2 / 3) * (wr @ f @ wt)


def exchange_momentum(kernel_q, zs, zp):
    """Angular average of q_z^2 is q^2/3."""
    def f(q):
        return q**2 * kernel_q(q) * form_factor(q, zs, zp)**2 / 3
    return quad(f, 0, np.inf, epsabs=1e-13, epsrel=1e-10)[0] / (2 * pi**2)


def exchange_closed(zs, zp):
    return 7 / 24 * zs**3 * zp**5 / (zs + zp / 2)**7


zs, zp = 2.0, 1.0
kappa = zs + zp / 2
norm_s = quad(lambda r: 4 * pi * r**2 * orbital_1s(r, zs)**2, 0, np.inf)[0]
norm_p = quad(lambda r: 4 * pi / 3 * r**2 * orbital_2p(r, zp)**2,
              0, np.inf)[0]
assert abs(norm_s - 1) < 1e-8 and abs(norm_p - 1) < 1e-8

# Fourier transform of the overlap charge, straight from its definition
rr, wrr = gauss(120, 0, 45 / kappa)
xx, wxx = gauss(80, -1, 1)
q_samples = (0.5, 1.0, 2.0, 4.0)
for q in q_samples:
    phase = np.exp(-1j * q * np.outer(rr, xx)) @ (wxx * xx)
    direct = 2 * pi * np.sum(wrr * rr**2 * overlap_radial(rr, zs, zp) * phase)
    assert abs(direct + 1j * form_factor(q, zs, zp)) < 1e-9

dipole = quad(lambda r: 4 * pi / 3 * r**3 * overlap_radial(r, zs, zp),
              0, np.inf)[0]
assert abs(form_factor(1e-4, zs, zp) / 1e-4 - dipole) < 1e-7

# Transform of the screened Coulomb kernel and its unscreened limit
qs, ls, rs = sp.symbols("q lambda r", positive=True)
radial = sp.integrate(sp.exp(-ls * rs) * sp.sin(qs * rs), (rs, 0, sp.oo),
                      conds="none")
kernel_sym = 4 * sp.pi / qs * radial
assert sp.simplify(kernel_sym - 4 * sp.pi / (qs**2 + ls**2)) == 0
assert sp.simplify(sp.limit(kernel_sym, ls, 0) - 4 * sp.pi / qs**2) == 0


# Exchange integral by independent roads
def coulomb(s):
    return 1 / s


def coulomb_q(q):
    return 4 * pi / q**2


for a, b in ((2.0, 1.0), (1.0, 1.0), (3.0, 2.0)):
    ref = exchange_real_space(coulomb, a, b)
    assert abs(exchange_closed(a, b) / ref - 1) < 1e-8
    assert abs(exchange_momentum(coulomb_q, a, b) / ref - 1) < 1e-7
k_real = exchange_real_space(coulomb, zs, zp)
k_mom = exchange_momentum(coulomb_q, zs, zp)
k_closed = exchange_closed(zs, zp)


def field_density(r):
    """Radial integrand of |grad phi|^2/(4 pi), phi = phi1(r) cos(theta)."""
    n = amplitude(zs, zp)
    inner = n * 24 * gammainc(5, kappa * r) / kappa**5
    outer = n * (1 + kappa * r) * np.exp(-kappa * r) / kappa**2
    phi1 = 4 * pi / 3 * (inner / r**2 + r * outer)
    dphi1 = 4 * pi / 3 * (-2 * inner / r**3 + outer)
    return (r**2 * dphi1**2 + 2 * phi1**2) / 3


k_field = (quad(field_density, 0, 2, epsabs=1e-12)[0]
           + quad(field_density, 2, np.inf, epsabs=1e-12)[0])
assert abs(k_field / k_real - 1) < 1e-6

# Control: kernel never negative in real space, but its transform is
mu = 0.05


def hollow(s):
    return s**2 * np.exp(-mu * s**2)


def hollow_q(q):
    return ((pi / mu)**1.5 * (1.5 / mu - q**2 / (4 * mu**2))
            * np.exp(-q**2 / (4 * mu)))


hollow_real = exchange_real_space(hollow, zs, zp)
hollow_mom = exchange_momentum(hollow_q, zs, zp)
assert abs(hollow_mom / hollow_real - 1) < 1e-6
assert hollow_real < 0 < k_real

# ---------- random complex orthonormal pairs in a molecular basis ----------
water = gto.M(atom="O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11", unit="Bohr",
              basis="6-31g", verbose=0)
sval, svec = np.linalg.eigh(water.intor("int1e_ovlp"))
s_inv_half = svec @ np.diag(sval**-0.5) @ svec.T
eri_w = water.intor("int2e")
rng = np.random.default_rng(7)
n_pairs, k_random = 200, []
for _ in range(n_pairs):
    raw = rng.normal(size=(len(sval), 2)) + 1j * rng.normal(
        size=(len(sval), 2))
    ca, cb = (s_inv_half @ np.linalg.qr(raw)[0]).T
    pair = np.outer(ca.conj(), cb)
    other = np.outer(cb.conj(), ca)
    value = np.sum(pair * np.tensordot(eri_w, other, axes=([2, 3], [0, 1])))
    assert abs(value.imag) < 1e-10
    k_random.append(value.real)
assert min(k_random) > 0

# ---------- H2: spin splitting from the many-electron Hamiltonian ----------
distance = 4.0
h2 = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", unit="Bohr",
           basis="sto-3g", verbose=0)
S = h2.intor("int1e_ovlp")
h_ao = h2.intor("int1e_kin") + h2.intor("int1e_nuc")
g_ao = h2.intor("int2e")
sv, sm = np.linalg.eigh(S)
X = sm @ np.diag(sv**-0.5) @ sm.T
h = X.T @ h_ao @ X
g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", g_ao, X, X, X, X)


def annihilators(n):
    lower, sign, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
    ops = []
    for j in range(n):
        m = np.eye(1)
        for i in range(n):
            m = np.kron(m, sign if i < j else lower if i == j else one)
        ops.append(m)
    return ops


c = annihilators(4)          # mode index = 2*orbital + spin
H = np.zeros((16, 16))
for p in range(2):
    for q in range(2):
        for s1 in range(2):
            H += h[p, q] * c[2*p+s1].T @ c[2*q+s1]
            for r in range(2):
                for s in range(2):
                    for s2 in range(2):
                        H += 0.5 * g[p, q, r, s] * (
                            c[2*p+s1].T @ c[2*r+s2].T
                            @ c[2*s+s2] @ c[2*q+s1])
occ = [np.diag(c[2*p].T @ c[2*p] + c[2*p+1].T @ c[2*p+1]) for p in range(2)]
single = np.where((occ[0] == 1) & (occ[1] == 1))[0]
two = np.where(occ[0] + occ[1] == 2)[0]
e_single = np.linalg.eigvalsh(H[np.ix_(single, single)])
e_full = np.linalg.eigvalsh(H[np.ix_(two, two)])
K, J, U = g[0, 1, 1, 0], g[0, 0, 1, 1], g[0, 0, 0, 0]
t_hop = h[0, 1] + g[0, 0, 0, 1]

# fixed configuration: threefold level below, single level 2K above
assert np.ptp(e_single[:3]) < 1e-10
split_fixed = e_single[3] - e_single[0]
assert K > 0 and abs(split_fixed - 2 * K) < 1e-10
# mixing allowed: triplet unchanged, singlet pushed below it
assert np.ptp(e_full[1:4]) < 1e-10
assert abs(e_full[1] - e_single[0]) < 1e-10
split_full = e_full[0] - e_full[1]
half = (U - J) / 2
split_formula = 2 * K + half - np.sqrt(half**2 + 4 * t_hop**2)
assert abs(split_full - split_formula) < 1e-10 and split_full < 0
split_small_t = 2 * K - 4 * t_hop**2 / (U - J)
# small-t form: remainder bounded by the next term of the root expansion
assert abs(split_small_t - split_full) <= 16 * t_hop**4 / (U - J)**3 + 1e-12

# non-orthogonal atomic orbitals, one electron on each atom
pair_h = (np.kron(h_ao, S) + np.kron(S, h_ao)
          + g_ao.transpose(0, 2, 1, 3).reshape(4, 4))
pair_s = np.kron(S, S)
keep = np.ix_([1, 2], [1, 2])
vals, vecs = eigh(pair_h[keep], pair_s[keep])
sym = int(np.argmax(np.abs(vecs.sum(axis=0))))
split_nonorth = vals[sym] - vals[1 - sym]
S12, K_ao = S[0, 1], g_ao[0, 1, 1, 0]
D = h_ao[0, 0] + h_ao[1, 1] + g_ao[0, 0, 1, 1]
Xc = 2 * S12 * h_ao[0, 1] + K_ao
assert abs(split_nonorth - 2 * (Xc - S12**2 * D) / (1 - S12**4)) < 1e-10
assert K_ao > 0 > split_nonorth

# ---------- printed numbers ----------
print("HELIUM 1s2p, hydrogenic orbitals")
print(f"charge of 1s orbital: {zs:.1f}; charge of 2p orbital: {zp:.1f}")
print(f"kappa: {kappa:.2f} 1/bohr")
print(f"amplitude N of overlap charge: {amplitude(zs, zp):.6f} a.u.")
print(f"dipole moment of overlap charge: {dipole:.6f} e bohr")
for q in q_samples:
    print(f"|rho(q)|^2, q = {q:.1f} 1/bohr along z: "
          f"{form_factor(q, zs, zp)**2:.4e}")
print(f"K, real-space quadrature: {k_real:.8f} hartree")
print(f"K, momentum integral:     {k_mom:.8f} hartree")
print(f"K, field energy:          {k_field:.8f} hartree")
print(f"K, closed form:           {k_closed:.8f} hartree")
print(f"classical energy K/2:     {k_closed / 2:.8f} hartree")
print(f"singlet-triplet splitting 2K: {2 * k_closed:.6f} hartree"
      f" = {2 * k_closed * EV:.4f} eV")
print("CONTROL KERNEL s^2 exp(-mu s^2), same orbitals")
print(f"mu: {mu:.2f} 1/bohr^2")
print(f"transform negative above q = {np.sqrt(6 * mu):.4f} 1/bohr")
print(f"exchange integral, real space: {hollow_real:.6f} a.u.")
print(f"exchange integral, momentum:   {hollow_mom:.6f} a.u.")
print("RANDOM ORTHONORMAL PAIRS, water, 6-31G basis")
print(f"number of pairs: {n_pairs}")
print(f"smallest K: {min(k_random):.5f} hartree")
print(f"largest K:  {max(k_random):.5f} hartree")
print("H2, STO-3G basis, orthogonalized orbitals")
print(f"distance: {distance:.1f} bohr")
print(f"K: {K:.6f} hartree")
print(f"J: {J:.6f} hartree")
print(f"U: {U:.6f} hartree")
print(f"t: {t_hop:.6f} hartree")
print(f"E_S - E_T, fixed configuration: {split_fixed:.6f} hartree")
print(f"E_S - E_T, mixing allowed: {split_full:.6f} hartree")
print(f"E_S - E_T, small-t formula: {split_small_t:.6f} hartree")
print("H2, STO-3G basis, non-orthogonal atomic orbitals")
print(f"overlap S: {S12:.6f}")
print(f"K: {K_ao:.6f} hartree")
print(f"E_S - E_T, one electron per atom: {split_nonorth:.6f} hartree")
print("success")
```

Output:

```
HELIUM 1s2p, hydrogenic orbitals
charge of 1s orbital: 2.0; charge of 2p orbital: 1.0
kappa: 2.50 1/bohr
amplitude N of overlap charge: 0.159155 a.u.
dipole moment of overlap charge: 0.163840 e bohr
|rho(q)|^2, q = 0.5 1/bohr along z: 5.3037e-03
|rho(q)|^2, q = 1.0 1/bohr along z: 1.1018e-02
|rho(q)|^2, q = 2.0 1/bohr along z: 5.5187e-03
|rho(q)|^2, q = 4.0 1/bohr along z: 2.1099e-04
K, real-space quadrature: 0.00382293 hartree
K, momentum integral:     0.00382293 hartree
K, field energy:          0.00382293 hartree
K, closed form:           0.00382293 hartree
classical energy K/2:     0.00191147 hartree
singlet-triplet splitting 2K: 0.007646 hartree = 0.2081 eV
CONTROL KERNEL s^2 exp(-mu s^2), same orbitals
mu: 0.05 1/bohr^2
transform negative above q = 0.5477 1/bohr
exchange integral, real space: -0.022073 a.u.
exchange integral, momentum:   -0.022073 a.u.
RANDOM ORTHONORMAL PAIRS, water, 6-31G basis
number of pairs: 200
smallest K: 0.02385 hartree
largest K:  0.20627 hartree
H2, STO-3G basis, orthogonalized orbitals
distance: 4.0 bohr
K: 0.001075 hartree
J: 0.248033 hartree
U: 0.778289 hartree
t: -0.050514 hartree
E_S - E_T, fixed configuration: 0.002150 hartree
E_S - E_T, mixing allowed: -0.016447 hartree
E_S - E_T, small-t formula: -0.017099 hartree
H2, STO-3G basis, non-orthogonal atomic orbitals
overlap S: 0.098133
K: 0.004876 hartree
E_S - E_T, one electron per atom: -0.012432 hartree
success
```
